\section*{Matching a pseudopotential's logarithmic derivative to second order in energy, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The quantity and its first energy derivative}

\textbf{Q.} A norm-conserving pseudopotential is said to scatter correctly ``to first order in energy''. I want to see what the second order requires. What exactly is being differentiated, and under what assumptions?

\textbf{A.} Use Hartree atomic units and the non-relativistic radial equation for $u(r,\varepsilon)$, which is $r$ times the radial function:
\begin{equation}
u''=g\,u,\qquad g(r,\varepsilon)=\frac{l(l+1)}{r^2}+2\,[V(r)-\varepsilon].
\label{rad}
\end{equation}
Primes are $r$-derivatives. The potential $V$ is local, independent of $\varepsilon$, continuous for $r>0$ and no more singular than $-Z/r$ at the origin. The solution is the regular one, normalized for now by $u/r^{l+1}\to1$, and $\varepsilon$ need not be an eigenvalue. The logarithmic derivative is $x=u'/u$, which does not depend on the normalization, and $x_n=\partial^n x/\partial\varepsilon^n$ at fixed $r$. It is wanted at a radius $R$ with $u(R)\neq0$. Two potentials that coincide beyond $R$ and have the same $x(R,\varepsilon)$ have proportional solutions beyond $R$, because a second-order equation is fixed up to a factor by $u'/u$ at one point.

\textbf{Q.} How does the norm enter the first derivative?

\textbf{A.} Let $w=\partial u/\partial\varepsilon$. Since $\partial g/\partial\varepsilon=-2$, differentiating \eqref{rad} gives
\begin{equation}
w''=g\,w-2u .
\label{weq}
\end{equation}
The quotient rule applied to $x=u'/u$ gives $u^2x_1=uw'-u'w$. Its $r$-derivative is $uw''-u''w$, the terms $u'w'$ cancelling, and \eqref{rad} and \eqref{weq} turn this into $u(gw-2u)-guw=-2u^2$. At the origin the normalization excludes an $r^{l+1}$ term in $w$. A term $C'r^{l+2}$ could be fed only by that absent term through $-Z/r$, so $C'[(l+2)(l+1)-l(l+1)]=0$ and $C'=0$. Inserting $w\simeq Cr^{l+3}$ in the leading terms of \eqref{weq} gives $C[(l+3)(l+2)-l(l+1)]=C(4l+6)=-2$, so $w\simeq-r^{l+3}/(2l+3)$ and $uw'-u'w$ vanishes like $r^{2l+3}$. Integration from $0$ to $r$ yields
\begin{equation}
uw'-u'w=-2Q,\qquad x_1=-\frac{2Q}{u^2},\qquad Q(r)=\int_0^r u^2\,dr' .
\label{x1}
\end{equation}
The first relation follows from \eqref{rad} and \eqref{weq} without any division by $u$, so nodes inside $r$ are harmless. If pseudo and all-electron functions share $u$ and $u'$ at a core radius $r_c$, they share $x_1$ exactly when they share $Q(r_c)$. That is norm conservation.

\section*{The second derivative}

\textbf{Q.} Then one more differentiation should give $x_2$. Can it be written with $u$ at the reference energy alone, without $w$?

\textbf{A.} It can, through the Riccati form. From $x'=u''/u-(u'/u)^2$,
\begin{equation}
x'+x^2=g .
\end{equation}
Differentiate with respect to $\varepsilon$ once, twice and three times, using the product rule on $x^2$ and $\partial^2g/\partial\varepsilon^2=0$:
\begin{align}
x_1'+2xx_1&=-2,\\
x_2'+2xx_2&=-2x_1^2,\label{r2}\\
x_3'+2xx_3&=-6x_1x_2 .\label{r3}
\end{align}
In \eqref{r3} the factor is $2+4$, from $\partial_\varepsilon(2xx_2)=2x_1x_2+2xx_3$ and $\partial_\varepsilon(2x_1^2)=4x_1x_2$. The integrating factor is $u^2$, because $(u^2f)'=u^2(f'+2xf)$ for any $f$. Multiplying \eqref{r2} by $u^2$ and inserting \eqref{x1},
\begin{equation}
F'=-2u^2\,\frac{4Q^2}{u^4}=-\frac{8Q^2}{u^2},\qquad F\equiv u^2x_2 ,
\label{Fp}
\end{equation}
valid wherever $u\neq0$. For the value of $F$ at the origin, differentiate $x_1=-2Q/u^2$ directly, with $\partial Q/\partial\varepsilon=2K$:
\begin{equation}
F=-4K+\frac{4Qw}{u},\qquad K(r)=\int_0^r uw\,dr' .
\label{safe}
\end{equation}
Here $K\sim r^{2l+5}$ and $Qw/u\sim r^{2l+3}r^{2}$, so $F(0)=0$. If $u$ has no node in $(0,R]$,
\begin{equation}
x_2(R)=-\frac{8J(R)}{u^2(R)},\qquad J(R)=\int_0^R\frac{Q^2(r)}{u^2(r)}\,dr ,
\label{x2}
\end{equation}
and $x_2<0$.

\textbf{Q.} I distrust the factor 8. Is there a case I can check by hand?

\textbf{A.} Take $V=0$, $l=0$, $\varepsilon=k^2/2$. Then $x=k\cot kr=1/r-k^2r/3-k^4r^3/45-\dots$, which with $k^2=2\varepsilon$ is $1/r-2\varepsilon r/3-4\varepsilon^2r^3/45-\dots$. At $\varepsilon=0$ this gives $x_1=-2r/3$ and $x_2=-8r^3/45$. The formulas, with $u=r$ and $Q=r^3/3$, give $x_1=-2r/3$, $J=\int_0^r r'^4/9\,dr'=r^5/45$ and $x_2=-8r^3/45$.

\section*{Nodes}

\textbf{Q.} That serves for a nodeless pseudo-orbital. But the target is an all-electron valence function, and at its node $Q>0$ while $u=0$. Does your integral not diverge?

\textbf{A.} It does, and \eqref{x2} as written is false there. What remains true is \eqref{Fp} between nodes and \eqref{safe} everywhere, and the second tells how to carry the first across a node. Let $r_k$ be a node, $s=r-r_k$, $\alpha=u'(r_k)$, $Q_k=Q(r_k)$. The slope $\alpha$ is nonzero, or $u$ would vanish identically. Because $g$ is bounded near $r_k$, $u''=gu=O(s)$, so $u'=\alpha+O(s^2)$ and $u=\alpha s+O(s^3)$, with no $s^2$ term. Also $Q=Q_k+O(s^3)$, since $Q'=u^2=O(s^2)$. Therefore
\begin{equation}
\frac{Q^2}{u^2}=\frac{c_k}{s^2}+O(1),\qquad c_k=\frac{Q_k^2}{\alpha^2},
\end{equation}
a double pole with no $1/s$ term. The first relation in \eqref{x1} at the node reads $-\alpha w(r_k)=-2Q_k$, so $w(r_k)=2Q_k/\alpha$. Insert $w=w(r_k)+w'(r_k)s+O(s^2)$ in \eqref{safe}:
\begin{equation}
F=\frac{8c_k}{s}+\Big[\frac{4Q_kw'(r_k)}{\alpha}-4K(r_k)\Big]+O(s).
\end{equation}
The bracket is the same number on both sides of the node, because $w$, $w'$ and $K$ are continuous. Hence
\begin{equation}
F(r_k+\eta)-F(r_k-\eta)=\frac{16c_k}{\eta}+O(\eta).
\end{equation}
Now build $F(R)$ from $F(0)=0$ by integrating \eqref{Fp} over the set $D_\eta$ of points of $(0,R)$ farther than $\eta$ from every node and adding this jump at each node. The result is $F(R)=-8\int_{D_\eta}Q^2/u^2\,dr+\sum_k16c_k/\eta+O(\eta)$. Equation \eqref{x2} thus holds for any number of nodes if $J$ means
\begin{equation}
J(R)=\lim_{\eta\to0}\Big[\int_{D_\eta}\frac{Q^2}{u^2}\,dr-\sum_k\frac{2c_k}{\eta}\Big],
\label{fp}
\end{equation}
the Hadamard finite part.

\textbf{Q.} Discarding an infinity looks like a convention. Why should nothing finite be lost with it?

\textbf{A.} The subtracted term was not chosen. It is the jump of $F$ computed from \eqref{safe}, and the finite bracket cancels between the two sides. The cut need not be symmetric either: with gaps $\eta_-$ and $\eta_+$ the jump is $8c_k(1/\eta_++1/\eta_-)$ plus vanishing terms, and no logarithm of $\eta_+/\eta_-$ appears because there is no $1/s$ term.

Hydrogen $2s$ shows the numbers. With $V=-1/r$, $\varepsilon=-1/8$ Ha and $u=r(1-r/2)e^{-r/2}$, one has $u^2=e^{-r}(r^2-r^3+r^4/4)$. For $P=2+2r+r^2+r^4/4$, $P-P'=r^2-r^3+r^4/4$, so $Q=2-e^{-r}P$, which vanishes at $r=0$. At the node $r=2$ bohr, $P=14$ and $\alpha=-e^{-1}$, so $c=(2-14e^{-2})^2e^2=0.081940$. The integral of $c/s^2$ over $\eta<|s|<2\eta$ is $2c(1/\eta-1/2\eta)=c/\eta$, which is $8.1940$ for $\eta=0.01$ bohr; quadrature of the true integrand gives $8.1944$. At $R=6$ bohr, $u^2=0.356940$, $Q=1.072947$ and the finite part is $J=3.087683$, so
\begin{align}
x_1&=-2(1.072947)/0.356940=-6.0119\ \text{bohr}^{-1}\text{Ha}^{-1},\nonumber\\
x_2&=-8(3.087683)/0.356940=-69.203\ \text{bohr}^{-1}\text{Ha}^{-2}.\nonumber
\end{align}
The numerical check tests both \eqref{fp} and \eqref{safe} against the second derivative of the exact confluent-hypergeometric $x(\varepsilon)$, to $10^{-6}$ relative to the exact value, for this case, for $l=0$ at $-0.05$ Ha and for $l=1$ at $+0.3$ Ha. The last two have two nodes each.

\section*{What $x_2$ measures}

\textbf{Q.} A finite part of a positive integrand has no definite sign. What does that mean physically?

\textbf{A.} It reflects the poles of $x(R,\varepsilon)$ below $\varepsilon$, which for a bound valence orbital are the core levels confined to $[0,R]$. Change the normalization to $u(R,\varepsilon)=1$ for all $\varepsilon$. This adds a multiple of $u$ to $w$, which drops out of $uw'-u'w$, so \eqref{x1} and \eqref{safe} stand. Now $w(R)=0$, and \eqref{safe} gives $x_2(R)=-4K(R)$. Let $H=-\tfrac12d^2/dr^2+l(l+1)/2r^2+V$, so that \eqref{weq} is $(H-\varepsilon)w=u$, and let $\phi_n$, $E_n$ be the normalized eigenstates on $[0,R]$ with $\phi_n(R)=0$. Write $\Delta_n=E_n-\varepsilon$, nonzero because $u(R)\ne0$. The overlap $\beta_n=\int_0^R\phi_nu\,dr$ follows from $H\phi_n=E_n\phi_n$ and $Hu=\varepsilon u$, the potential terms cancelling:
\begin{equation}
\Delta_n\beta_n=-\tfrac12\int_0^R(u\phi_n''-\phi_nu'')\,dr=-\tfrac12\big[u\phi_n'-\phi_nu'\big]_0^R=-\tfrac12\phi_n'(R).
\end{equation}
Since $w$ obeys the same boundary conditions as the $\phi_n$, the same integration by parts leaves no surface term, and projecting $(H-\varepsilon)w=u$ on $\phi_n$ gives the coefficient $\beta_n/\Delta_n$ for $w$. Completeness gives $Q=\sum\beta_n^2$ and $K=\sum\beta_n^2/\Delta_n$, and with $\beta_n^2=\phi_n'(R)^2/4\Delta_n^2$,
\begin{equation}
x_1=-\frac12\sum_n\frac{\phi_n'(R)^2}{\Delta_n^2},\qquad x_2=-\sum_n\frac{\phi_n'(R)^2}{\Delta_n^3}.
\label{spec}
\end{equation}
The $E_n$ are the poles of $x(R,\varepsilon)$. By the Sturm oscillation theorem the number of them below $\varepsilon$ equals the number of nodes of $u$ in $(0,R)$. Those poles have $\Delta_n<0$ and contribute positively to $x_2$. For hydrogen at $R=6$ bohr the two lowest poles lie at $-0.49928$ and $0.01273$ Ha and contribute $+0.0450$ and $-67.379$ to a sum of $-69.203$ bohr$^{-1}$Ha$^{-2}$.

Dividing the two sums, $x_2/x_1=2\sum_n\omega_n/\Delta_n$ with weights $\omega_n=\beta_n^2/Q$ that are positive and add to one. Norm conservation fixes the total weight $Q$, and $x_2$ adds the weighted mean inverse distance to the poles. A nodeless pseudo-orbital has $J>0$, so it cannot reproduce the all-electron $x_2$ at any radius where the all-electron $J$ is zero or negative.

\section*{The matching condition}

\textbf{Q.} What, then, is the condition on the pseudo-orbital, and does matching at one radius hold at larger ones?

\textbf{A.} Let $V_{ps}=V_{ae}$ for $r\ge r_c$, and at the reference energy $\varepsilon_0$ let $u$, $u'$ and $Q$ agree at $r_c$, with $u(r_c)\ne0$. Then $u_{ps}=u_{ae}$ beyond $r_c$ by uniqueness for \eqref{rad}, and $Q_{ps}=Q_{ae}$ beyond $r_c$ because both grow by the same $\int u^2$. The integrand of $J$, and $c_k$ at any outer node, therefore agree beyond $r_c$, and $J_{ps}-J_{ae}$ keeps its value $\Delta J$ at $r_c$. With $\Delta$ before $x$ or $J$ meaning pseudo minus all-electron, \eqref{x2} gives
\begin{equation}
u^2(R)\,\Delta x_2(R)=-8\,\Delta J\qquad\text{for all }R\ge r_c\text{ with }u(R)\neq0 .
\label{match}
\end{equation}
The second derivatives match at every such $R$ if and only if
\begin{equation}
\int_0^{r_c}\frac{Q_{ps}^2}{u_{ps}^2}\,dr=\mathrm{f.p.}\!\int_0^{r_c}\frac{Q_{ae}^2}{u_{ae}^2}\,dr .
\label{enc}
\end{equation}
This is the extended norm-conservation (ENC) condition, with the all-electron side read as \eqref{fp}. It supplements the norm condition and does not replace it: without equal $Q$ the integrands differ beyond $r_c$ and $\Delta J$ drifts with $R$. With $\delta=\varepsilon-\varepsilon_0$, Taylor's theorem gives
\begin{equation}
\Delta x(R,\varepsilon)=-\frac{4\,\Delta J}{u^2(R)}\,\delta^2+\frac{\Delta x_3}{6}\,\delta^3+\dots,
\label{taylor}
\end{equation}
convergent for $|\delta|$ below the distance to the nearest pole of either function. With norm conservation alone the error is quadratic unless $\Delta J$ happens to vanish; under ENC it is at least cubic. Under ENC the right side of \eqref{r3} also agrees beyond $r_c$, so $u^2\Delta x_3$ is constant between $r_c$ and the next node. Nothing forces that constant to be small.

\textbf{Q.} And scattering proper? A logarithmic derivative is not a phase shift.

\textbf{A.} Take $l=0$, $\varepsilon=k^2/2>0$ and a potential negligible at large $r$, where $u_{ae}=A_{ae}\sin\theta_{ae}$ with $\theta_{ae}=kr+\delta_{ae}$, and likewise for $u_{ps}$. Beyond $r_c$ both obey \eqref{rad} with the same $g$, so $\mathcal W=u_{ae}u_{ps}'-u_{ae}'u_{ps}$ has derivative $u_{ae}gu_{ps}-gu_{ae}u_{ps}=0$. At $r_c$, $\mathcal W=u_{ae}u_{ps}\Delta x$. At large $r$, $\mathcal W=kA_{ae}A_{ps}(\sin\theta_{ae}\cos\theta_{ps}-\cos\theta_{ae}\sin\theta_{ps})$. Equating the two,
\begin{equation}
kA_{ae}A_{ps}\sin(\delta_{ae}-\delta_{ps})=u_{ae}(r_c)\,u_{ps}(r_c)\,\Delta x(r_c,\varepsilon).
\label{phase}
\end{equation}
Phases are compared modulo $\pi$, since the sign of each $u$ is free. Choosing both functions positive at $r_c$ with positive amplitudes, a small negative $\Delta x$ makes $\delta_{ps}-\delta_{ae}$ positive, and the phase error is proportional to $\Delta x$ at the same energy. For a reference energy $\varepsilon_0>0$ it is therefore of the same order in $\varepsilon-\varepsilon_0$ as $\Delta x$; for a bound reference, phases exist only at a finite distance from $\varepsilon_0$.

This part has derived the ENC condition \eqref{enc}, which, added to norm conservation, makes the second energy derivative of $x$ match at every $R\ge r_c$ where $u(R)\neq0$. It remains to see whether a smooth nodeless pseudo-orbital can meet it, and what that gains and costs in a real atom.
